# Spin ground state of two coupled dangling bonds: a Hartree-Fock trap: test program

```python
"""
Half-filled Hubbard dimer: two dangling-bond orbitals, two electrons.
Result under test: the exact ground state is a singlet for all U > 0,
  E_T - E_S = (sqrt(U^2 + 16 t^2) - U)/2,
but the best closed-shell (RHF) determinant has energy -2t + U/2 and
therefore lies above the triplet (energy 0) when U > 4t.
t: hopping, U: on-site repulsion, V: intersite repulsion,
K: direct exchange (12|12), X: correlated hopping (11|12).
Energies in eV in the example; the general tests use t = 1.
All reference energies come from matrices in the full 16-state Fock space.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, brentq
from scipy.special import erf

# Fermion operators, mode = 2*spin + site
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [[annihilator(2 * spin + site) for site in range(2)] for spin in range(2)]
vacuum = np.eye(16)[0]
n_up = sum(c[0][i].T @ c[0][i] for i in range(2))
n_down = sum(c[1][i].T @ c[1][i] for i in range(2))
number = np.rint(np.diag(n_up + n_down)).astype(int)
s_z = (n_up - n_down) / 2
s_plus = sum(c[0][i].T @ c[1][i] for i in range(2))
spin_squared = s_plus.T @ s_plus + s_z @ (s_z + np.eye(16))
two_electron = np.eye(16)[:, number == 2]
s2_values, s2_vectors = np.linalg.eigh(
    two_electron.T @ spin_squared @ two_electron)
singlets = two_electron @ s2_vectors[:, abs(s2_values) < 1e-9]
triplets = two_electron @ s2_vectors[:, abs(s2_values - 2) < 1e-9]
assert singlets.shape[1] == 3 and triplets.shape[1] == 3


def hamiltonian(h, g):
    """One-electron matrix h and repulsion integrals g[p,q,r,s] = (pq|rs)."""
    H = np.zeros((16, 16))
    for p, q in np.ndindex(2, 2):
        for a in range(2):
            H += h[p, q] * c[a][p].T @ c[a][q]
    for p, q, r, s in np.ndindex(2, 2, 2, 2):
        if g[p, q, r, s] != 0:
            for a, b in np.ndindex(2, 2):
                H += 0.5 * g[p, q, r, s] * (
                    c[a][p].T @ c[b][r].T @ c[b][s] @ c[a][q])
    return H


def dimer(t, U, V=0.0, delta=0.0):
    h = np.array([[delta / 2, -t], [-t, -delta / 2]])
    g = np.zeros((2, 2, 2, 2))
    g[0, 0, 0, 0] = g[1, 1, 1, 1] = U
    g[0, 0, 1, 1] = g[1, 1, 0, 0] = V
    return hamiltonian(h, g)


def levels(H, basis):
    return np.linalg.eigvalsh(basis.T @ H @ basis)


def determinant(up, down):
    create_up = sum(up[i] * c[0][i].T for i in range(2))
    create_down = sum(down[i] * c[1][i].T for i in range(2))
    return create_up @ create_down @ vacuum


def mean(operator, state):
    return np.vdot(state, operator @ state).real


def optimize_state(H, build, starts):
    runs = [minimize(lambda x: mean(H, build(x)), start, method="BFGS",
                     options={"gtol": 1e-7}) for start in starts]
    best = min(runs, key=lambda run: run.fun)
    return best.fun, build(best.x)


def closed_shell(x):
    orbital = np.array([np.cos(x[0]), np.exp(1j * x[1]) * np.sin(x[0])])
    return determinant(orbital, orbital)


def open_spin(x):
    return determinant([np.cos(x[0]), np.sin(x[0])],
                       [np.cos(x[1]), np.sin(x[1])])


def rhf(H):
    return optimize_state(H, closed_shell, [(0.3, 0.5), (1.2, -0.7), (2.0, 1.0)])


def uhf(H):
    return optimize_state(H, open_spin, [(0.2, 1.3), (0.9, 0.6), (1.3, 0.3)])


def gaps(H):
    """Exact E_T-E_S, and E_RHF-E_T."""
    triplet = levels(H, triplets)[0]
    return triplet - levels(H, singlets)[0], rhf(H)[0] - triplet


# General tests, t = 1
table = []
for U in (1.0, 2.0, 4.0, 6.0, 10.0, 20.0):
    H = dimer(1.0, U)
    root = np.sqrt(U**2 + 16)
    exact = levels(H, singlets)[0]
    e_rhf, e_uhf = rhf(H)[0], uhf(H)[0]
    assert np.allclose(levels(H, triplets), 0, atol=1e-10)
    assert np.allclose(levels(H, singlets), [(U-root)/2, U, (U+root)/2])
    assert exact < 0
    assert abs(e_rhf - (-2 + U / 2)) < 1e-7
    assert abs(e_uhf - (-2 / U if U > 2 else -2 + U / 2)) < 1e-7
    table.append((U, exact, e_rhf, e_uhf))
crossing = brentq(lambda U: gaps(dimer(1.0, U))[1], 2.0, 8.0, xtol=1e-9)
assert abs(crossing - 4) < 1e-6
crossing_V = brentq(lambda U: gaps(dimer(1.0, U, V=1.5))[1], 3.0, 9.0)
assert abs(crossing_V - 5.5) < 1e-6

# Example: rough parameters for a damage-related bond pair in silicon
t, U = 0.03, 0.50
distance_nm, permittivity = 0.8, 11.7
disorder, relaxation, band_gap = 0.10, 0.20, 1.1
H = dimer(t, U)
root = np.sqrt(U**2 + 16 * t**2)
J, rhf_gap = gaps(H)
e_rhf, rhf_state = rhf(H)
e_uhf, uhf_state = uhf(H)
uhf_s2 = mean(spin_squared, uhf_state)
assert abs(uhf_s2 - (1 - 4 * t**2 / U**2)) < 1e-6
projected = singlets @ (singlets.T @ uhf_state)
projected /= np.linalg.norm(projected)
e_projected = mean(H, projected)
assert abs(e_projected + 4 * t**2 * U / (U**2 + 4 * t**2)) < 1e-6
assert -J <= e_projected < 0

values, vectors = np.linalg.eigh(singlets.T @ H @ singlets)
ground = singlets @ vectors[:, 0]
double = sum(c[0][i].T @ c[0][i] @ c[1][i].T @ c[1][i] for i in range(2))
ionic_exact, ionic_rhf = mean(double, ground), mean(double, rhf_state)
assert abs(ionic_exact - (1 - U / root) / 2) < 1e-10
assert abs(ionic_rhf - 0.5) < 1e-6
bond = np.array([1.0, 1.0]) / np.sqrt(2)
anti = np.array([1.0, -1.0]) / np.sqrt(2)
pairs = np.array([determinant(bond, bond), determinant(anti, anti)]).T
ci_matrix = pairs.T @ H @ pairs
assert np.allclose(ci_matrix, [[-2*t+U/2, U/2], [U/2, 2*t+U/2]])
assert abs(np.linalg.eigvalsh(ci_matrix)[0] + J) < 1e-10
anti_weight = np.dot(pairs[:, 1], ground)**2
assert abs(anti_weight - (1 - 4 * t / root) / 2) < 1e-10

# Thermal triplet population: all six exact levels, then the RHF order
k_B = const.k / const.e
populations = []
for T in (20.0, 77.0, 300.0):
    low = levels(H, singlets)[0]
    w_s = np.exp(-(levels(H, singlets) - low) / (k_B * T)).sum()
    w_t = np.exp(-(levels(H, triplets) - low) / (k_B * T)).sum()
    fraction = w_t / (w_s + w_t)
    assert abs(fraction - 3 / (3 + np.exp(J / (k_B * T)))) < 1e-6
    populations.append((T, k_B * T * 1e3, fraction,
                        3 / (3 + np.exp(-rhf_gap / (k_B * T)))))

# Neglected effects
V = const.e / (4*np.pi*const.epsilon_0*permittivity*distance_nm*1e-9)
cases = [
    ("no extra term", gaps(H)),
    ("with V", gaps(dimer(t, U, V))),
    ("with site-energy difference", gaps(dimer(t, U, 0, disorder))),
    ("with U reduced by relaxation", gaps(dimer(t, U - relaxation))),
    ("with V and reduced U", gaps(dimer(t, U - relaxation, V))),
    ("with all three", gaps(dimer(t, U - relaxation, V, disorder))),
]
K_break_even = cases[1][1][0] / 2

# Gaussian orbitals exp(-alpha r^2), screened self-repulsion equal to U
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
alpha = np.pi * (U * permittivity / (2 * hartree))**2
d = distance_nm / bohr_nm
overlap = np.exp(-alpha * d**2 / 2)
S = np.array([[1, overlap], [overlap, 1]])
centre = np.array([[0, d / 2], [d / 2, d]])
raw = np.zeros((2, 2, 2, 2))
for p, q, r, s in np.ndindex(2, 2, 2, 2):
    R = abs(centre[p, q] - centre[r, s])
    coulomb = erf(np.sqrt(alpha)*R)/R if R > 0 else 2*np.sqrt(alpha/np.pi)
    raw[p, q, r, s] = S[p, q] * S[r, s] * coulomb * hartree / permittivity
assert abs(raw[0, 0, 0, 0] - U) < 1e-10
s_val, s_vec = np.linalg.eigh(S)
L = s_vec @ np.diag(s_val**-0.5) @ s_vec.T
g = np.einsum("pqrs,pa,qb,rc,sd->abcd", raw, L, L, L, L)
U_g, V_g, K_g, X_g = g[0, 0, 0, 0], g[0, 0, 1, 1], g[0, 1, 0, 1], g[0, 0, 0, 1]
h = np.array([[0, -t], [-t, 0]])
gaussian_gaps = gaps(hamiltonian(h, g))


def check_extended(integrals):
    u, v = integrals[0, 0, 0, 0], integrals[0, 0, 1, 1]
    k, x = integrals[0, 1, 0, 1], integrals[0, 0, 0, 1]
    exact_gap, bonding_gap = gaps(hamiltonian(h, integrals))
    w = u - v
    assert abs(exact_gap - ((np.sqrt(w*w+16*(t-x)**2)-w)/2-2*k)) < 1e-9
    assert abs(bonding_gap - (w / 2 - 2 * (t - x) + 2 * k)) < 1e-7


check_extended(g)
# A case with sizeable exchange and correlated hopping
strong = np.zeros((2, 2, 2, 2))
for p, q, r, s in np.ndindex(2, 2, 2, 2):
    ones = p + q + r + s
    if ones in (0, 4):
        strong[p, q, r, s] = U
    elif ones in (1, 3):
        strong[p, q, r, s] = 0.006
    else:
        strong[p, q, r, s] = V if p == q else 0.02
check_extended(strong)
assert gaps(hamiltonian(h, strong))[0] < 0  # large K: true triplet ground state

ground_by_number = [np.linalg.eigvalsh(H[np.ix_(number == n, number == n)])[0]
                    for n in (1, 2, 3)]
charge_gap = (ground_by_number[0] + ground_by_number[2]
              - 2 * ground_by_number[1])
assert abs(charge_gap - (root - 2 * t)) < 1e-10

print(f"RHF singlet-triplet crossing, U/t = {crossing:.5f}")
print(f"Crossing with V = 1.5 t, U/t = {crossing_V:.5f}")
print("Energies in units of t (triplet = 0):")
print("  U/t   exact singlet     RHF       UHF")
for row in table:
    print("  {:4.0f}  {:10.4f}  {:10.4f} {:9.4f}".format(*row))
print(f"Inputs: t = {t:.3f} eV, U = {U:.3f} eV, U/t = {U/t:.2f}")
print(f"4t = {4*t:.3f} eV; sqrt(U^2+16t^2) = {root:.5f} eV")
print(f"Exact singlet energy = {-J*1e3:.3f} meV")
print(f"Exact E_T-E_S = {J*1e3:.3f} meV")
print(f"RHF singlet energy = E_RHF-E_T = {e_rhf*1e3:.3f} meV")
print(f"RHF error in singlet energy = {(e_rhf+J)*1e3:.3f} meV")
print(f"UHF energy = {e_uhf*1e3:.3f} meV; <S^2> = {uhf_s2:.4f}")
print(f"Singlet-projected UHF energy = {e_projected*1e3:.3f} meV")
print(f"Ionic weight: exact {ionic_exact:.5f}, RHF {ionic_rhf:.5f}")
print(f"Antibonding-pair weight, exact = {anti_weight:.5f}")
print("T (K), kT (meV), triplet fraction: exact, RHF order")
for row in populations:
    print("  {:5.0f}  {:7.3f}  {:8.5f}  {:8.5f}".format(*row))
print(f"Separation = {distance_nm:.2f} nm, permittivity = {permittivity:.1f}")
print(f"Screened V = {V:.4f} eV; U-V = {U-V:.4f} eV")
print(f"Site-energy difference = {disorder:.2f} eV")
print(f"Relaxation reduction of U = {relaxation:.2f} eV")
print("Neglected effects: exact E_T-E_S, E_RHF-E_T (meV)")
for label, pair in cases:
    print(f"  {label:30s} {pair[0]*1e3:9.3f} {pair[1]*1e3:9.3f}")
print(f"Break-even exchange K, with V = {K_break_even*1e3:.3f} meV")
print(f"Gaussian orbitals: alpha = {alpha:.5f} bohr^-2, S = {overlap:.5f}")
print(f"  orthogonalized U = {U_g:.5f} eV, V = {V_g:.5f} eV")
print(f"  K = {K_g*1e3:.4f} meV, X = {X_g*1e3:.4f} meV")
print(f"  exact E_T-E_S = {gaussian_gaps[0]*1e3:.3f} meV")
print(f"  E_RHF-E_T = {gaussian_gaps[1]*1e3:.3f} meV")
print(f"Dimer charge gap = {charge_gap:.4f} eV")
print(f"Rough silicon band gap = {band_gap:.1f} eV")
print("all good")
```

Printed output:

```
RHF singlet-triplet crossing, U/t = 4.00000
Crossing with V = 1.5 t, U/t = 5.50000
Energies in units of t (triplet = 0):
  U/t   exact singlet     RHF       UHF
     1     -1.5616     -1.5000   -1.5000
     2     -1.2361     -1.0000   -1.0000
     4     -0.8284      0.0000   -0.5000
     6     -0.6056      1.0000   -0.3333
    10     -0.3852      3.0000   -0.2000
    20     -0.1980      8.0000   -0.1000
Inputs: t = 0.030 eV, U = 0.500 eV, U/t = 16.67
4t = 0.120 eV; sqrt(U^2+16t^2) = 0.51420 eV
Exact singlet energy = -7.099 meV
Exact E_T-E_S = 7.099 meV
RHF singlet energy = E_RHF-E_T = 190.000 meV
RHF error in singlet energy = 197.099 meV
UHF energy = -3.600 meV; <S^2> = 0.9856
Singlet-projected UHF energy = -7.098 meV
Ionic weight: exact 0.01381, RHF 0.50000
Antibonding-pair weight, exact = 0.38331
T (K), kT (meV), triplet fraction: exact, RHF order
     20    1.723   0.04651   1.00000
     77    6.635   0.50718   1.00000
    300   25.852   0.69509   0.99979
Separation = 0.80 nm, permittivity = 11.7
Screened V = 0.1538 eV; U-V = 0.3462 eV
Site-energy difference = 0.10 eV
Relaxation reduction of U = 0.20 eV
Neglected effects: exact E_T-E_S, E_RHF-E_T (meV)
  no extra term                      7.099   190.000
  with V                            10.105   113.079
  with site-energy difference        7.382   181.079
  with U reduced by relaxation      11.555    90.000
  with V and reduced U              21.475    13.079
  with all three                    30.115   -10.739
Break-even exchange K, with V = 5.052 meV
Gaussian orbitals: alpha = 0.03630 bohr^-2, S = 0.01579
  orthogonalized U = 0.50006 eV, V = 0.15381 eV
  K = 0.0592 meV, X = -0.5074 meV
  exact E_T-E_S = 10.319 meV
  E_RHF-E_T = 112.229 meV
Dimer charge gap = 0.4542 eV
Rough silicon band gap = 1.1 eV
all good
```
